Why Fermi-level pinning weakens at an end contact to a thin channel

**Question.** At a wide metal–semiconductor contact, charge in interface states can form a dipole layer that lets the Schottky barrier follow the metal's work function only in part. If the same metal touches only the end of a film less than a nanometre thick, why does the barrier follow the metal's work function more closely?

**Answer.**

**The mechanism**

A dipole layer shifts the potential of everything behind it only if it cannot be seen around. Divide the layer into long line dipoles parallel to the y axis. At distance x in front, each gives a potential falling as 1/x. In an infinite sheet, the lines that matter are those within a height of about x, so their number grows as x and the product stays constant. A strip of height t has a fixed number of lines, and once x exceeds t the 1/x fall remains.

The dipole at an end contact therefore still moves the band edge at the metal, but not deep in the channel. What was a plateau becomes a thin hump, and electrons can tunnel through it. The pinning that weakens is mainly that of the barrier felt by the current.

**The potential of a strip**

Let U be the potential energy of an electron, zero far away. A line of negative charge −λ per unit length in a medium of permittivity ε gives U = −(eλ/2πε) ln ρ plus a constant, where ρ is the distance from the line. This is high near the line, as repulsion requires. Take a sheet of charge −σ per area at x = s/2 and one of +σ at x = −s/2, both filling |z| < t/2. With u = z′ − z, where z′ runs over the sheets,

U = (eσ/4πε) ∫ ln{[(x + s/2)² + u²]/[(x − s/2)² + u²]} du.

For small s the logarithm is 2xs/(x² + u²), and ∫ x du/(x² + u²) = atan(u/x). Hence

U = (eσs/2πε) [atan((t/2 − z)/x) + atan((t/2 + z)/x)].

The bracket is the angle that the strip subtends at the observer. Far away on the centre line it is t/x, so U → eσst/(2πεx). For infinite height it is π, so U = eσs/(2ε) at every distance.

Now let a tall grounded metal fill x < 0, with the charge −σ at distance d in front of it. The metal acts as an image +σ at −d, so s = 2d and

U = (eσd/πε) × angle.

Just in front of the strip the angle is π, which gives the full step Δ = eσd/ε. This is the dipole limit, with d small compared with x and t.

**A film between other dielectrics**

Let the film have permittivity ε_c and the media above and below it ε_e. For a line charge λ inside the film near one face, represent the field inside by λ and a mirror charge λ′, and the field outside by a charge λ″ at the source. Continuity of the potential and of the normal displacement requires

(λ + λ′)/ε_c = λ″/ε_e,  λ − λ′ = λ″.

Eliminating λ″ gives λ′ = rλ, with

r = (ε_c − ε_e)/(ε_c + ε_e).

Repeated reflection in the two faces stacks image strips above and below the real one. Strip n fills the height from nt − t/2 to nt + t/2 and carries the weight r^|n|. Each has its own opposite image in the metal, so the potential in the film is Δ g(x,z), with

g(x,z) = (1/π) Σ_n r^|n| [atan((nt + t/2 − z)/x) − atan((nt − t/2 − z)/x)].

At the metal the strip n = 0 subtends π and the others nothing, so g = 1. Far away each strip that counts subtends t/x, and the weighted heights add to

t(1 + 2r + 2r² + …) = t(1 + r)/(1 − r) = t ε_c/ε_e.

The far law is therefore

g → (ε_c/ε_e) t/(πx).

A film of high permittivity guides the field along itself and delays the decay, but does not change the power of x. As t → ∞ at fixed x, the strip n = 0 alone gives g = 1, and the wide contact is recovered.

**How the dipole pins a wide contact**

Let Φ₀ be the barrier without interface charge, which is the metal's work function minus the electron affinity. Let Φ_N be the barrier at which the gap states are neutral, and D_g their density per area and energy. If the actual barrier Φ_p lies below Φ_N, extra states are filled and σ = eD_g(Φ_N − Φ_p). This negative charge raises the band edge by eσd/ε_c:

Φ_p = Φ₀ + c(Φ_N − Φ_p),  c = e²D_g d/ε_c.

Collecting Φ_p and dividing by 1 + c gives

Φ_p = SΦ₀ + (1 − S)Φ_N,  S = 1/(1 + c).

The pinning factor S = dΦ_p/dΦ₀ is 1 without pinning and 0 for complete pinning.

**The barrier at the end contact**

With the same step Δ = Φ_p − Φ₀ at the metal, the band edge along the film centre, measured from the metal's Fermi level, is

E_c(x) = Φ₀ + Δ g(x,0).

An effective barrier Φ_eff follows from the thermal current:

exp(−Φ_eff/kT) = ∫ T(E) exp(−E/kT) dE/kT,

where E is the energy of motion along x and the integral starts at the far band edge Φ₀. Motion along y multiplies the current by a factor that does not depend on T(E), provided that the momentum along y is conserved and the mass is isotropic. For a plateau with T = 1 above Φ_p and 0 below, the integral gives Φ_eff = Φ_p, as it should. For the hump I use the WKB transmission

T(E) = exp{−2 ∫ √(2m(E_c(x) − E)) dx/ħ},

integrated where E_c > E, with T = 1 above the top.

Write Φ_eff = Φ₀ + fΔ, where f is the fraction of the dipole step that the current feels. Since Δ = (1 − S)(Φ_N − Φ₀),

dΦ_eff/dΦ₀ = 1 − f(1 − S) + Δ df/dΦ₀.

At f = 1, held constant, this is S. Tunnelling makes f smaller and moves the slope towards 1.

**Numbers for a sub-nanometre film**

Take round parameters in the regime of a single-layer transition-metal dichalcogenide in an oxide: t = 0.65 nm, ε_c = 15 and ε_e = 4 (relative values), m = 0.5 electron masses, D_g = 5×10¹⁴ cm⁻² eV⁻¹, d = 0.30 nm, Φ₀ = 0.15 eV, Φ_N = 0.60 eV and 300 K.

The image weight is r = 11/19 = 0.579, and the effective height is (15/4) × 0.65 = 2.44 nm. On the centre line:

x = 0.5 nm: g = 0.612
x = 1 nm: g = 0.449
x = 2 nm: g = 0.295
x = 10 nm: g = 0.076

Half the step is gone at 0.80 nm. The far law gives 0.776 at 1 nm, which is much too large, but 0.078 at 10 nm. Without dielectric contrast g would be 0.200 at 1 nm.

For the wide contact c = 1.81, so S = 1/2.81 = 0.356 and

Φ_p = 0.356 × 0.15 + 0.644 × 0.60 = 0.440 eV,  Δ = 0.290 eV.

To see why tunnelling matters, consider an electron at the energy where g = 1/2, which is 0.145 eV below the top. With kT = 0.0259 eV, such energies are exp(0.145/0.0259) ≈ 270 times more populated than the top. The hump there is 0.80 nm thick. Replacing its upper part by a triangle gives the exponent (4/3) × 0.80 nm × √(2m × 0.145 eV)/ħ ≈ 1.5 and T ≈ 0.2. The real profile lies below the triangle's side (at 0.5 nm, 0.61 against 0.69), so this estimate is on the opaque side. Population wins over attenuation by a wide margin.

Numerical integration over all energies gives

Φ_eff = 0.281 eV,  dΦ_eff/dΦ₀ = 0.73,

against 0.440 eV and 0.36 for the wide contact. The current feels f = 0.131/0.290 = 0.45 of the step. With f held constant the slope would be 1 − 0.45 × 0.644 = 0.71; the small remainder is the change of f itself. In this example, a metal with a work function lower by 0.1 eV lowers the end-contact barrier by about 0.07 eV, and the wide-contact barrier by about 0.04 eV.

**Back to the wide contact**

Raising the film height with all other parameters fixed restores the pinning. On the centre line:

t = 2 nm: Φ_eff = 0.348 eV, slope 0.57
t = 5 nm: Φ_eff = 0.391 eV, slope 0.46
t = 20 nm: Φ_eff = 0.423 eV, slope 0.39
t = 100 nm: Φ_eff = 0.435 eV, slope 0.36

Nearer the faces the hump is thinner. Averaging the current over straight paths at all heights lowers these barriers by about 0.01 eV or less.

The approach is slow, for a reason that can be calculated on the centre line. Since g depends on x/t, the hump of a high film is nearly a triangle at the metal, with slope F ∝ 1/t. At a depth η below the top, T = exp(−aη^(3/2)) with a = 4√(2m)/(3ħF). Separating the energies above and below the top gives the lowering

Φ_p − Φ_eff = kT ln[1 + ∫ exp(η/kT − aη^(3/2)) dη/kT].

For small F only depths η much smaller than kT contribute. The lowering is then ∫ exp(−aη^(3/2)) dη, proportional to a^(−2/3) and hence to t^(−2/3). The full centre-line profile gives 5.3 meV at 100 nm and 1.1 meV at 1000 nm. Their ratio of 4.8 is close to 10^(2/3) = 4.6.

**The opposite sign**

If Φ₀ exceeds Φ_N, the dipole pulls the band edge down. With Φ₀ = 0.80 eV the wide contact has Φ_p = 0.671 eV. At the end contact the edge starts there and climbs back to 0.80 eV along the film. In a long, undoped and ungated channel the barrier is then Φ₀ itself. Weaker pinning is thus no gain when the pinned barrier was the lower one.

**When the 1/x law fails**

*A thin metal.* The law needs a metal much taller than x. The other extreme is a metal half-plane, z = 0 and x < 0, in a uniform medium, with a line charge −λ at distance d in front of its edge. With Z = x + iz, the map w = √Z opens the space around the half-plane into Re w > 0, with the metal on Re w = 0. The charge sits at √d and its image at −√d, so on the axis

U = (eλ/2πε) ln[(√x + √d)/|√x − √d|].

For x ≫ d the logarithm is 2√(d/x), and U → (eλ/πε)√(d/x). The potential falls only as x^(−1/2), so a contact metal as thin as the channel leaves a longer tail.

*A gate.* Grounded gates 10 nm above and below the film centre, adding no field of their own, cut the tail. A finite-volume solution of Poisson's equation gives g = 0.012 at 20 nm instead of 0.039. The barrier hardly notices (0.279 eV against 0.281 eV), because it is decided much nearer the metal.

*Mobile charge.* If the band edge stayed at Φ₀ = 0.15 eV, a channel with two valleys would hold n = 3.3×10¹⁰ electrons per cm². The screening length 2ε_e kT/(e²n) is then 35 nm, long compared with the hump. In an undoped channel nothing compensates this charge, so at such distances and beyond it raises the band edge and the density falls below this value. The flat far edge at Φ₀ is therefore an approximation for the region near the contact.

**What the model leaves out**

Each of the following changes was made alone.

The interface charge does not sit at vanishing distance. For d = 0.30 nm and a charge uniform over the height, the potential at the charge is 0.746 of the full step on the centre line (0.68 near the faces), because the field already spreads over that distance. The feedback c falls by this factor and the local pinning factor becomes 1/(1 + 0.746 × 1.81) = 0.43. So the local pinning weakens too, though less than that of the current, whose slope is now 0.70. The end barrier becomes 0.290 eV. Letting the charge adjust to the local potential at each height raises it by about 0.003 eV more.

WKB ignores reflection at the metal. Solving the wave equation, with free-electron mass in the metal and its band bottom 5 eV below the Fermi level, gives 0.473 eV for the wide contact and 0.290 eV for the end contact. The gap between them grows from 0.16 to 0.18 eV.

An out-of-plane permittivity of 6 instead of 15 gives 0.285 eV, and operation at 358 K gives 0.287 eV. Because Φ_eff depends on temperature, it is not the activation energy read from an Arrhenius plot, which is Φ_eff − T dΦ_eff/dT = 0.24 eV at 300 K.

For the end barrier, the image force is the largest of the sized corrections. At 0.80 nm from the metal, e²/(16πεx) is 0.03 eV with the film's permittivity and 0.11 eV with that of the surroundings. These are uniform-medium estimates; summing the images in the layered film gives 0.09 eV at the centre. Added to the hump, the image energy lowers the end barrier to 0.19 eV if the image plane is at x = 0 and to 0.22 eV if it lies a distance d further back, with slopes 0.76 and 0.69. It also lowers the top of the hump itself, from 0.44 eV to 0.20 or 0.26 eV, so the weak pinning then comes largely from a lowered top and only in small part from tunnelling. Both effects need a hump of short range. At a wide contact with no field in the semiconductor, the image energy vanishes far from the metal, so the plateau keeps its height.

In the dipole limit, the field at the film centre reaches 3.1 MV/cm at the metal. With the charge at 0.30 nm, the band edge rises by 0.26 eV between the metal and the charge, a mean field of about 9 MV/cm over that short distance. The whole drop is at most 0.29 eV, less than the band gap, which exceeds the assumed Φ_N = 0.60 eV if the neutrality level lies in the gap. An electron cannot gain enough energy from this drop to create an electron–hole pair.

**Beside a real device**

The parameters are rough, and Φ₀ = 0.15 eV presumes a metal of suitably low work function. The least certain inputs are D_g and Φ_N, since bonding at a film edge depends on the metal and on how the edge was made. A shift of Φ_N by 0.1 eV moves Φ_p by 0.064 eV and, at fixed f, the end barrier by about 0.03 eV. A working transistor also breaks the assumption of an undoped channel at flat band. In its on state the gate pulls the far band edge below Φ₀ and adds a field that thins the hump further, an effect not sized here. The 0.28 eV is thus a model value for a channel near flat band, and the image force alone lowers it by 0.07 to 0.09 eV. The contrast with the wide contact rests on the short range of the strip's potential.
